How large is Lepine's polarisation limit for spin-dependent recombination?

**Question.** An illuminated silicon photoconductor sits in a magnetic field of 0.34 T at 300 K. Its electrons recombine through paramagnetic centres, and a microwave field saturates the spin resonance of the electrons or of the centres. In Lepine's model the recombination rate responds because capture depends on the product of the two thermal spin polarisations. How large can this response be, how does it scale with field and temperature, and can it account for current changes near 0.01 percent, a rough typical size for observed signals?

**Answer.** The estimate needs three quantities: the thermal polarisation, the change of capture when one polarisation is removed, and the response of the current to that change. The algebra uses atomic units, in which the Bohr magneton is 1/2 and Boltzmann's constant is 1. Device quantities are given in laboratory units.

**The thermal polarisation**

A spin 1/2 with g factor g in a field B has two Zeeman levels, at energies −gB/4 and +gB/4. Let P be the population of the lower level minus that of the upper, divided by their sum. For a non-degenerate electron gas or an isolated centre, the Boltzmann weights give

P = (e^y − e^(−y))/(e^y + e^(−y)) = tanh y,  y = gB/(4T).

Here y is half the Zeeman splitting divided by the thermal energy. For g = 2 the splitting at 0.34 T is 3.936 × 10⁻⁵ eV, while the thermal energy at 300 K is 0.025852 eV. Hence

y = 3.936 × 10⁻⁵/(2 × 0.025852) = 7.61 × 10⁻⁴.

The hyperbolic tangent equals its argument to this accuracy, so P = 7.61 × 10⁻⁴. Out of ten thousand spins, the lower level holds about eight more than the upper.

**Why the product of polarisations appears**

Suppose that an electron and a centre meet as strangers: their spins are uncorrelated, and neither retains a memory of earlier encounters. This is the central assumption of the model. The pair is then a product state, and its mean spin product is

⟨S_e·S_d⟩ = ⟨S_e⟩·⟨S_d⟩ = P_e P_d/4 = x/4,  x = P_e P_d,

for polarisations along the same axis. Each mean spin has length P/2. Whether the lower level has spin up or down does not matter, because reversing both spins leaves the product unchanged.

The total spin obeys

S² = S_e² + S_d² + 2S_e·S_d = 3/2 + 2S_e·S_d.

A singlet has S² = 0, so S_e·S_d = −3/4. A triplet has S² = 2, so S_e·S_d = 1/4. The operator 1/4 − S_e·S_d is therefore 1 on the singlet and 0 on the triplets. Its mean is the singlet probability:

p_S = (1 − x)/4,  p_T = 1 − p_S = (3 + x)/4.

Parallel polarisation makes singlets slightly rarer. If the capture coefficients are c_S for singlets and c_T for triplets, the mean coefficient is

C = c_S p_S + c_T p_T = [c_S + 3c_T − x(c_S − c_T)]/4.

Complete saturation of one resonance equalises its two level populations. That polarisation vanishes, and so does x, whichever partner is driven. The relative change of capture is

δ = C(0)/C(x) − 1 = x(c_S − c_T)/[c_S + 3c_T − x(c_S − c_T)].

For c_S > c_T, the sum c_S + 3c_T is at least c_S − c_T. The denominator is then at least (1 − x)(c_S − c_T), and

δ ≤ x/(1 − x).

Equality holds when triplets are not captured at all, c_T = 0. If triplets are captured faster, write D = c_T − c_S > 0. Then c_S + 3c_T ≥ 3D, so |δ| = xD/(c_S + 3c_T + xD) ≤ x/(3 + x), a smaller value. Pure singlet capture is thus the most favourable case.

With equal g factors, x = tanh² y, and the identity 1 − tanh² y = 1/cosh² y turns the limit into

δ_max = tanh² y/(1 − tanh² y) = sinh² y.

For the device,

δ_max = (7.61 × 10⁻⁴)² = 5.8 × 10⁻⁷,

which is 0.58 parts per million. A signal of 0.01 percent is about 170 times larger. The smallness comes from the two polarisations entering as a product: each is nearly one part in a thousand, but neither alone changes the number of singlets.

**Can recombination itself raise the polarisations?**

Singlet capture removes opposite spins together, so it might seem able to leave a more polarised population behind. The spin balance settles this within the same memoryless description.

Let n₊ and n₋ be the electron densities in the lower and upper levels, and N₊ and N₋ those of singly occupied centres, with totals n and N. For c_T = 0, let c = c_S/4 be the capture coefficient without polarisation. Capture then requires opposite spins and has the rate

2c(n₊N₋ + n₋N₊) = cnN(1 − P_e P_d),

as follows from n± = n(1 ± P_e)/2 and N± = N(1 ± P_d)/2. The difference of the same two terms is

2c(n₊N₋ − n₋N₊) = cnN(P_e − P_d).

This is the rate at which capture lowers n₊ − n₋. It raises N₊ − N₋ by the same amount, because an electron from the lower level takes away a centre from the upper one. Light is assumed to generate unpolarised electrons. Hole capture returns a doubly occupied centre to single occupation and is assumed to leave either spin with equal probability. Neither process adds to the spin differences.

Spin relaxation, with times T₁e and T₁d, pulls each polarisation towards its thermal value P_e0 or P_d0. In the steady state, after division by n and N respectively,

cN(P_e − P_d) + (P_e − P_e0)/T₁e = 0,
cn(P_d − P_e) + (P_d − P_d0)/T₁d = 0.

With a = cN T₁e and b = cn T₁d these become

(1 + a)P_e = aP_d + P_e0,  (1 + b)P_d = bP_e + P_d0.

Multiplying the first by 1 + b and inserting the second gives (1 + a)(1 + b)P_e = abP_e + aP_d0 + (1 + b)P_e0. The terms in ab cancel, leaving

P_e = [(1 + b)P_e0 + aP_d0]/(1 + a + b),
P_d = [(1 + a)P_d0 + bP_e0]/(1 + a + b).

Both are weighted means of the two thermal values, with positive weights. Pure singlet capture can share polarisation between the partners but cannot push either beyond the larger thermal value. With unequal thermal values the product can therefore exceed P_e0 P_d0, and the safe bound on x is the square of the larger value. When the thermal values are equal, both polarisations stay there at any capture rate: then n₊N₋ = n₋N₊, so capture removes equal numbers from the two levels of each partner. Any triplet capture also removes net spin, so it does not lift this ceiling.

A saturating drive of rate W on the electrons adds WP_e to the first balance, which becomes (1 + a + WT₁e)P_e = aP_d + P_e0. As W grows, P_e falls to zero. The centre polarisation tends to P_d0/(1 + b), but the product still vanishes. This treatment assumes that polarisation transverse to the field is damped, so that the drive acts as a rate.

An ideal inverting pulse that acts on the electrons alone is a different case. It turns P_e into −P_e before relaxation acts, so x becomes −x and capture changes by

(1 + x)/(1 − x) − 1 = 2x/(1 − x).

This is 1.16 parts per million, briefly above one part per million and still about 86 times below 0.01 percent. A pulse that inverts both partners leaves x unchanged. The limit of 0.58 parts per million therefore applies to continuous saturation that leaves no transverse part in the product, not to a pulse that inverts one partner. A continuous drive tuned between two lines, with a Rabi frequency comparable to their separation, leaves opposite transverse components. It can exceed the limit by about 12 percent when both transverse times equal the longitudinal ones and by a third when they are twice as long, which does not alter the order of magnitude.

**From capture to current**

A current measurement does not record C directly. Let the photoconductor have a fixed generation rate G and N_t centres per unit volume, of which N hold one electron and M hold two. A singly occupied centre is neutral and a doubly occupied one is negative. With a density N_D of ionised donors, the steady state obeys

G = CnN,  G = c_p pM,  N = N_t − M,  p = n + M − N_D,

where p is the hole density, c_p the hole capture coefficient, and C now the mean electron capture coefficient.

At fixed G the product pM is fixed, so p dM + M dp = 0. Charge neutrality gives dp = dn + dM. Together,

dM = −M dn/(p + M),  dp = p dn/(p + M),  dN = M dn/(p + M).

The fixed product CnN gives dC/C + dn/n + dN/N = 0. Inserting dN and replacing dC/C by the small change δ,

Δn/n = −κδ,  κ = 1/[1 + nM/(N(p + M))].

Since κ cannot exceed 1, the electron density responds no more strongly than the capture coefficient, to leading order in δ. The minus sign means that faster capture leaves fewer electrons. The reduction by κ arises because fewer free electrons also leave fewer centres open for capture.

With fixed mobilities μ_n and μ_p, the conductivity signal is

Δσ/σ = −κδ [μ_n n + μ_p np/(p + M)]/(μ_n n + μ_p p).

The last fraction is at most 1 if n ≤ p + M. Without donors this always holds, because then p + M = n + 2M.

For the example take N_t = 10¹⁴ cm⁻³, G = 10¹⁹ cm⁻³ s⁻¹, no donors, and 10⁻⁸ cm³/s for both capture coefficients. The steady state has n = 1.344 × 10¹³, p = 3.905 × 10¹³, N = 7.439 × 10¹³ and M = 2.561 × 10¹³, all in cm⁻³. As a check, CnN = 10⁻⁸ × 1.344 × 10¹³ × 7.439 × 10¹³ = 1.00 × 10¹⁹ cm⁻³ s⁻¹, as required. Then

nM/[N(p + M)] = (1.344 × 2.561)/(7.439 × 6.466) = 0.0716,

so κ = 1/1.0716 = 0.933. The electron density falls by 0.933 × 0.58 = 0.54 parts per million. Solving the four spin-resolved populations with the drive on and off gives the same value, whether the electrons or the centres are driven, provided the saturation is complete. For free electrons with both relaxation times near 10⁻⁸ s, 90 percent saturation needs a rotating microwave field of about 1.7 mT; for centres with times near 10⁻⁶ s, about 0.017 mT suffices.

For rough silicon mobilities of 1400 cm²/Vs for electrons and 450 cm²/Vs for holes, the last fraction in Δσ/σ is

(1400 × 1.344 + 450 × 0.812)/(1400 × 1.344 + 450 × 3.905) = 0.62,

where 0.812 is np/(p + M) in units of 10¹³ cm⁻³. The photoconductivity falls by about 0.33 parts per million, or 3.3 × 10⁻⁵ percent. Holes outnumber electrons here, and their density changes by a smaller fraction. The current signal is thus some 300 times below 0.01 percent.

**How it scales**

For small y, sinh² y = y²(1 + y²/3 + …), so

δ_max ≈ (gB/4T)².

The leading correction is y²/3 relative to the estimate, negligible here. With g fixed, doubling the field or halving the absolute temperature quadruples the limit. At 0.34 T it reaches one part per million on cooling to 228 K.

Setting sinh² y equal to a required signal s gives

B = (4T/g) arsinh √s.

For s = 10⁻⁴, y must be 0.0100, about 13 times its present value. That requires 4.47 T at 300 K, or 22.8 K at 0.34 T. These figures refer to the capture limit; a current signal reduced as above would need a higher field or a lower temperature. The low temperature is a statement about polarisation alone, since mobilities, capture rates and carrier densities would not stay fixed during such cooling.

At the opposite extreme, y ≫ 1, x approaches 1 and pure singlet capture is nearly blocked before the drive is applied. The relative change sinh² y then grows without bound because its reference rate goes to zero. Any triplet capture removes this divergence: at x = 1 the formula for δ gives (c_S − c_T)/(4c_T).

**What the silicon example leaves out**

The parameters describe high-resistivity silicon with deep centres only roughly, and a real centre can have quite different capture coefficients. Such differences alter κ and the share of the holes, but not the bound on capture. Hole capture by singly occupied centres is left out. It adds a third charge state and can make the current respond more strongly than the capture coefficient. In sampled cases without donors the factor stayed below about 1.6 when all capture coefficients lay between 10⁻⁹ and 10⁻⁷ cm³/s. For widely different coefficients it can exceed 10⁴ in narrow ranges where the linear response of the steady state becomes singular. The current estimate above applies only where that process is negligible. Several omissions can be sized for the stated numbers:

- Raising g from 2.00 to 2.01 for both partners raises the limit by 1.0 percent of its value.
- Carrier degeneracy lowers the electron polarisation by less than one part in a million of its value.
- Residual donors of 10¹² cm⁻³ reduce the electron-density signal by about 0.2 percent of its value.
- Radiative recombination, with a rough coefficient of 5 × 10⁻¹⁵ cm³/s, takes about 3 × 10⁻⁷ of the generation.
- For an effective centre level 0.50 eV below the conduction band, with the spin-degeneracy factor absorbed into the level, thermal emission of the second electron is about 0.3 percent as fast as hole capture.

Microwave heating matters more to the measurement than to the limit. If mobility varies as T^(−2.4), a rough law for silicon, and the carrier densities are fixed, a temperature rise ΔT changes the conductivity by −2.4ΔT/T. Equality with the predicted spin signal requires

ΔT = 300 × 3.34 × 10⁻⁷/2.4 = 4.2 × 10⁻⁵ K.

Resolving the predicted signal would therefore require separating it from very small thermal changes.

None of the listed omissions raises the capture limit by the missing factor of 170. Heating by about 0.013 K could change the current by 0.01 percent, but that would not be a change of spin-dependent capture. Within the recombination model, one assumption whose failure can supply the factor is the absence of memory.

**What changes when pairs stay together**

Suppose instead that an electron and a centre form a pair that lasts until it recombines or dissociates. Pairs form at a fixed rate F, half with antiparallel and half with parallel spins, so thermal polarisation is set to zero. Let A and Q be the numbers of antiparallel and parallel pairs. Every pair dissociates at rate d. Antiparallel pairs also recombine at rate k, which is half the singlet recombination rate if the difference in precession frequencies mixes the singlet rapidly with the triplet of zero spin projection. Relaxation reduces A − Q at rate u. In the steady state,

F/2 − (d + k)A − (u/2)(A − Q) = 0,
F/2 − dQ + (u/2)(A − Q) = 0.

Subtracting the second equation from the first gives −kA − (d + u)(A − Q) = 0, hence

Q = A[1 + k/(d + u)].

Parallel pairs accumulate because they lack the recombination exit. Adding the two equations gives F = kA + d(A + Q), so the recombination rate without resonance is

R_off = kA = kF/[k + 2d + kd/(d + u)].

Now let the microwave field saturate the resonance of one partner alone. Its Rabi frequency must be well above the rates of relaxation, recombination and dissociation, yet well below the difference in precession frequencies. Then A = Q, and the sum gives R_on = kF/(k + 2d). A much stronger field turns both spins together, and this result no longer applies. The relative increase is

R_on/R_off − 1 = kd/[(d + u)(k + 2d)].

No thermal polarisation appears. Selective recombination creates the imbalance that resonance removes. For u → 0 the increase becomes k/(k + 2d), which approaches 1 when dissociation is much slower than recombination. Fast relaxation, u → ∞, suppresses it. So does d → 0 at fixed u > 0, because every pair then eventually recombines with or without the drive.

Take k = 500 s⁻¹, d = 1000 s⁻¹ and u = 10⁶ s⁻¹, chosen as an illustration rather than fitted to a device. The increase is

(500 × 1000)/(1.001 × 10⁶ × 2500) = 2.0 × 10⁻⁴,

or 0.020 percent. A full two-spin calculation, with a Rabi frequency of 10⁷ s⁻¹ and a difference in precession frequencies of 2 × 10⁸ s⁻¹ (both angular), gives a value about 1 percent smaller relative to this signal. That difference has not been divided among the approximations. Even with relaxation a thousand times faster than dissociation, the effect on recombination through these pairs is about 340 times Lepine's limit. Its effect on the current also depends on the fraction of carriers that recombine through such pairs, and these rates are too slow for the device above. Since Q ≥ A, a recombination rate kA = G needs at least 2G/k = 4 × 10¹⁶ pairs per cm³, against 10¹⁴ centres. Pairs on those centres could carry at most 0.25 percent of the recombination, and the total would change by about 5 × 10⁻⁷, no more than the polarisation limit. Carrying all of it requires k above 2G/N_t = 2 × 10⁵ s⁻¹.

The two descriptions scale differently. With fixed pair rates and a polarisation product x far below the pair signal, that signal is nearly independent of the field as long as the precession frequencies differ enough to keep the mixing rapid and to let the microwaves drive one partner alone, whereas the polarisation limit grows as B² while y is small. For the photoconductor modelled here, a signal near 0.01 percent at 0.34 T and 300 K is therefore too large for memoryless capture between thermally polarised spins. Lasting pairs can change their own recombination by that much if their spins relax slowly enough: with the k and d above, u must not exceed about 2 × 10⁶ s⁻¹, whereas the rough free-electron relaxation time of 10⁻⁸ s would give u near 10⁸ s⁻¹. They change the total by that much only if they also carry most of the recombination. The size of a signal alone does not prove that such pairs are its cause in a given device. The numerical output below lists the values used in these estimates.

Table of computed values

```
g factor: 2.00
magnetic field: 0.34 T
temperature: 300 K
Zeeman splitting: 3.9361e-05 eV
thermal energy kT: 0.025852 eV
thermal polarisation: 7.6128e-04
polarisation product x: 5.7954e-07
saturation limit x/(1-x): 0.5795 ppm
ideal inversion signal: 1.1591 ppm
typical signal (rough): 0.01 percent
typical signal / limit: 172.6
polarisation needed: 0.01000
field needed at 300 K: 4.466 T
temperature needed at 0.34 T: 22.84 K
temperature for 1 ppm limit: 228.4 K
generation rate: 1.0e+19 cm^-3 s^-1
centre density: 1.0e+14 cm^-3
electron capture coefficient: 1.0e-08 cm^3/s
hole capture coefficient: 1.0e-08 cm^3/s
electron T1 (rough): 1.0e-08 s
centre T1 (rough): 1.0e-06 s
electron mobility (rough): 1400 cm^2/Vs
hole mobility (rough): 450 cm^2/Vs
electron density n: 1.3442e+13 cm^-3
hole density p: 3.9050e+13 cm^-3
singly occupied centres N: 7.4392e+13 cm^-3
doubly occupied centres M: 2.5608e+13 cm^-3
response factor kappa: 0.9332
electron density signal: -0.5408 ppm
same, centre driven: -0.5408 ppm
photoconductivity signal: -0.3339 ppm
shifted g factor: 2.01
limit change from g shift: 1.00 percent
density-of-states mass (rough): 1.1 m_e
band effective density: 2.895e+19 cm^-3
degeneracy loss of polarisation: 1.64e-07
residual donors: 1.0e+12 cm^-3
signal change from donors: -0.185 percent
radiative coeff. (rough): 5.0e-15 cm^3/s
radiative share: 2.62e-07
centre level depth: 0.50 eV
emission / hole capture: 2.95e-03
mobility exponent (rough): 2.4
heating equal to signal: 4.17e-05 K
pair singlet recombination: 1.0e+03 s^-1
pair antiparallel rate k: 5.0e+02 s^-1
pair dissociation d: 1.0e+03 s^-1
pair relaxation u: 1.0e+06 s^-1
pair signal, formula: 0.01998 percent
pair signal, full equation: 0.01977 percent
pair signal / limit: 341.0
```
